# Relaxation and Purge Rates in Reversible Langmuir Adsorption

Take a surface on which every site is occupied at time zero. An occupied site loses its molecule with probability $d$ per unit time, and an empty site gains one from the gas with probability $a$ per unit time. Suppose that $a=d$. With gas present, half the sites are occupied in the steady state, because filling and emptying are then equally likely. With no gas present, the steady state is an empty surface.

At the first instant the coverage falls equally fast in both situations: no site is free, so the gas can add nothing, and the slope is $-d$. The distances to be covered differ, however. Without gas the coverage must fall by $1$; with gas it must fall by $1/2$. For an exponential approach, the decay rate is the initial speed divided by the initial distance from the final value. It is therefore $d$ without gas and $2d=a+d$ with gas. The gas makes the approach faster by bringing the end point nearer, not by making any molecule leave sooner.

For general $a$ and $d$, the exponential form must be derived. Let $\theta(t)$ be the probability that a site is occupied. For many identical sites it is also the mean occupied fraction, the coverage. Each molecule takes one site and stays intact, the sites do not influence one another, and $a$ and $d$ are constant during the dose. This requires constant temperature and a feed that holds the pressure fixed. During a short time $\Delta t$, an occupied site stays occupied with probability $1-d\,\Delta t$, and an empty one becomes occupied with probability $a\,\Delta t$, up to terms of order $\Delta t^2$. Hence

$$
\theta(t+\Delta t)=\theta(t)(1-d\,\Delta t)+[1-\theta(t)]\,a\,\Delta t .
$$

Subtracting $\theta(t)$, dividing by $\Delta t$ and letting $\Delta t\to0$ gives

$$
\frac{d\theta}{dt}=a(1-\theta)-d\,\theta .
$$

No correlation between sites has been neglected, since the sites are independent. In the steady state the two terms cancel:

$$
a(1-\theta_{\rm eq})=d\,\theta_{\rm eq}
\quad\Longrightarrow\quad
\theta_{\rm eq}=\frac{a}{a+d}.
$$

Now write $\theta=\theta_{\rm eq}+\delta$. Since $\theta_{\rm eq}$ is constant,

$$
\frac{d\delta}{dt}
=\underbrace{a(1-\theta_{\rm eq})-d\,\theta_{\rm eq}}_{0}
-a\delta-d\delta
=-(a+d)\delta .
$$

The solution is $\delta(t)=\delta(0)e^{-(a+d)t}$, or

$$
\theta(t)=\theta_{\rm eq}+(\theta_0-\theta_{\rm eq})e^{-(a+d)t}.
$$

The equation is linear, so this holds for any initial coverage $\theta_0$, not just close to the plateau. The two coefficients add because an excess $\delta$ acts twice in the same direction: it blocks sites and so lowers adsorption by $a\delta$, and it raises desorption by $d\delta$. The sum is one of rate coefficients. The actual fluxes per site, $a(1-\theta)$ and $d\theta$, enter the balance with opposite signs and are equal at the plateau.

A perfect purge removes the gas at once and lets no desorbed molecule return. Then $a=0$, and the balance becomes

$$
\frac{d\theta}{dt}=-d\,\theta,
\qquad
\theta(t)=\theta_0e^{-dt}.
$$

The faster relaxation under gas does not mean a shorter stay on the surface. To see this, label the molecules adsorbed at time zero, and let the feed supply unlabelled ones, with no labelled molecule returning. The labelled coverage $\theta_*$ and the unlabelled coverage $\theta_u$ obey

$$
\frac{d\theta_*}{dt}=-d\,\theta_*,
\qquad
\frac{d\theta_u}{dt}=a(1-\theta_*-\theta_u)-d\,\theta_u .
$$

Their sum obeys the original balance and relaxes at $a+d$, while the labelled molecules disappear at $d$. Total coverage settles quickly because vacated sites are refilled; exchange of the molecules themselves takes as long as in a perfect purge.

Two limits show what a dose measurement can reveal. If $a\ll d$, the plateau is low and both rates are close to $d$. If $a\gg d$, the plateau is nearly full and the dose relaxes at nearly $a$, so that this rate says little about desorption; $d$ then shows mainly in the small empty fraction $1-\theta_{\rm eq}=d/(a+d)$. In the irreversible limit $d\to0$, the dose still saturates, at rate $a$, but the purge removes nothing. That last case is the ideal of a self-limiting deposition step. A reversible layer also saturates, but its plateau depends on pressure and it drains away once the gas is gone.

To attach numbers, the coefficients must be related to the gas and the surface. Let the gas have pressure $p$, temperature $T$ and molecular mass $m$. Its number density is $p/k_BT$, and the velocity component $v$ towards the surface has a Maxwell distribution. The number of impacts per unit area and time is

$$
J=\frac{p}{k_BT}\int_0^\infty
v\sqrt{\frac{m}{2\pi k_BT}}\,e^{-mv^2/2k_BT}\,dv .
$$

The integral of $v\,e^{-mv^2/2k_BT}$ is $k_BT/m$, so

$$
J=\frac{p}{k_BT}\sqrt{\frac{k_BT}{2\pi m}}
=\frac{p}{\sqrt{2\pi mk_BT}} .
$$

If a molecule striking an empty site sticks with probability $s$, and there are $N_s$ sites per unit area, then

$$
a=\frac{sJ}{N_s}=kp,
\qquad
k=\frac{s}{N_s\sqrt{2\pi mk_BT}} .
$$

Desorption is modelled by an activated rate with prefactor $\nu$ and energy $E$,

$$
d=\nu e^{-E/k_BT}.
$$

As an example, take round model parameters: $T=400$ K, $p=1$ Pa, a molar mass of 100 g/mol, $s=0.01$, $N_s=5\times10^{18}\ {\rm m^{-2}}$, $E=1$ eV and $\nu=10^{13}\ {\rm s^{-1}}$. The flux is $J=1.317\times10^{22}\ {\rm m^{-2}\,s^{-1}}$, and $k_BT=0.03447$ eV. With unrounded intermediate values,

$$
a=\frac{0.01\times1.317\times10^{22}}{5\times10^{18}}\ {\rm s^{-1}}
=26.35\ {\rm s^{-1}},
$$

$$
d=10^{13}e^{-1/0.03447}\ {\rm s^{-1}}=2.515\ {\rm s^{-1}} .
$$

The plateau is $26.35/28.86=0.913$. The dose relaxes at $28.86\ {\rm s^{-1}}$, with a time constant of 34.6 ms; the perfect purge decays at $2.515\ {\rm s^{-1}}$, with a time constant of 398 ms. A master equation for twenty sites, built from single adsorption and desorption events, gives the same two rates in the numerical output.

The time for a deviation to fall to one per cent of its initial value follows from $e^{-\lambda t}=1/100$, hence $t=\ln100/\lambda$. Starting from an empty surface, the dose reaches 99% of its plateau after 0.160 s. Starting from that plateau, the purge leaves 1% of it after 1.83 s. The ratio is

$$
\frac{t_{\rm purge}}{t_{\rm dose}}
=\frac{a+d}{d}
=\frac{1}{1-\theta_{\rm eq}},
$$

where the last step uses $1-\theta_{\rm eq}=d/(a+d)$. Its value here is 11.5. In this model a nearly full reversible plateau thus carries a cost: the smaller the fraction of empty sites, the longer the purge compared with the dose. Raising the pressure shortens the dose but leaves the decay rate of the perfect purge unchanged.

The pressure dependence also separates the two coefficients. Since the dose rate is

$$
\lambda_{\rm dose}(p)=kp+d,
$$

a plot against pressure is a straight line with slope $k$ and intercept $d$. At 0.25 Pa the calculated rate is $9.102\ {\rm s^{-1}}$, and at 2 Pa it is $55.211\ {\rm s^{-1}}$. The slope is $(55.211-9.102)/1.75=26.35\ {\rm Pa^{-1}\,s^{-1}}$, and the intercept is $9.102-0.25\times26.35=2.515\ {\rm s^{-1}}$. The intercept equals the perfect purge rate. Disagreement between the two in a measurement would show that at least one assumption has failed.

In cyclic deposition or etching, doses and purges alternate repeatedly. Consider a cycle with dose time $t_1$ and perfect purge time $t_2$, and define

$$
x=e^{-(a+d)t_1},
\qquad
y=e^{-dt_2}.
$$

Let $\theta_h$ be the coverage after the dose and $\theta_l$ that after the purge, once the cycle has become periodic. The two solutions give

$$
\theta_h=\theta_{\rm eq}(1-x)+x\theta_l,
\qquad
\theta_l=y\theta_h .
$$

Inserting the second relation into the first and collecting $\theta_h$ yields

$$
\theta_h(1-xy)=\theta_{\rm eq}(1-x)
\quad\Longrightarrow\quad
\theta_h=\theta_{\rm eq}\frac{1-x}{1-xy}.
$$

A deviation from the periodic values is multiplied by $x$ in each dose and by $y$ in each purge, hence by $xy$ per cycle. For $t_1=0.1$ s and $t_2=1$ s, $x=0.0558$ and $y=0.0809$. The coverage after the first dose is 0.862 and settles at 0.866; after each purge 0.070 remains. The product $xy$ is about 0.0045, so the periodic state is almost reached after one cycle. The residue is nevertheless appreciable: one purge leaves 8% of the coverage present at the end of the dose.

The opposite limit is a cycle much shorter than both relaxation times. Then $1-x\approx(a+d)t_1$ and $1-xy\approx(a+d)t_1+dt_2$, so

$$
\theta_h\approx
\frac{at_1}{at_1+d(t_1+t_2)}
=\frac{\bar a}{\bar a+d},
\qquad
\bar a=\frac{at_1}{t_1+t_2}.
$$

The surface then responds to the time-averaged pressure, and dose and purge no longer produce distinct coverages.

What makes a purge perfect must now be examined, because desorbed molecules enter the gas and can stick again. Let a well-mixed chamber have volume $V$ and adsorbing area $A$, with gas and surface at the same temperature. Its other walls do not adsorb. Let $g$ be the number of gas molecules per surface site. The number density is then $gAN_s/V$, and the adsorption coefficient of an empty site becomes

$$
\frac{s}{N_s}\,\frac{gAN_s}{V}\sqrt{\frac{k_BT}{2\pi m}}
=\alpha g,
\qquad
\alpha=s\frac{A}{V}\sqrt{\frac{k_BT}{2\pi m}} .
$$

Thus $\alpha$ is the rate at which a given gas molecule would be captured if the whole surface were empty. If the pump removes each gas molecule with probability $\kappa$ per unit time, and the feed is off, the balances are

$$
\frac{d\theta}{dt}=\alpha g(1-\theta)-d\theta,
$$

$$
\frac{dg}{dt}=-\kappa g-\alpha g(1-\theta)+d\theta .
$$

The exchange terms cancel in the sum, which leaves $d(\theta+g)/dt=-\kappa g$: molecules are lost through the pump alone. Multiplying the first balance by $e^{dt}$ gives

$$
\frac{d}{dt}\left(\theta e^{dt}\right)
=\alpha g(1-\theta)e^{dt}\ge0,
$$

because $g\ge0$ and $\theta\le1$. Integration from zero to $t$ yields

$$
\theta(t)\ge\theta_0e^{-dt}.
$$

Within this model, no pump can empty the surface faster than the perfect purge.

The late decay rate follows by taking $\theta\ll1$, so that $1-\theta$ can be replaced by $1$. Set $\theta=\Theta e^{-\lambda t}$ and $g=Ge^{-\lambda t}$. The balances become

$$
(d-\lambda)\Theta=\alpha G,
\qquad
(\kappa+\alpha-\lambda)G=d\,\Theta .
$$

Eliminating the amplitudes gives $(d-\lambda)(\kappa+\alpha-\lambda)=\alpha d$, or

$$
f(\lambda)=\lambda^2-(\kappa+\alpha+d)\lambda+\kappa d=0 .
$$

For positive coefficients, $f(0)=\kappa d>0$, whereas

$$
f(d)=-\alpha d<0,
\qquad
f(\kappa+\alpha)=-\alpha d<0 .
$$

Both $d$ and $\kappa+\alpha$ therefore lie between the two roots $\lambda_-<\lambda_+$. The roots add up to $\kappa+\alpha+d$, and both are positive, so $\kappa+\alpha<\lambda_+<\kappa+\alpha+d$. Their product is $\kappa d$, which gives

$$
\frac{\kappa d}{\kappa+\alpha+d}<\lambda_-<
\frac{\kappa d}{\kappa+\alpha}<d .
$$

The slow root governs the late purge, and it approaches $d$ when $\kappa\gg\alpha$ and $\kappa\gg d$. The factor $\kappa/(\kappa+\alpha)$ has a direct meaning: it is the probability that a molecule just desorbed from a nearly empty surface is pumped away before it is captured again.

For $A/V=50\ {\rm m^{-1}}$, the capture rate is $\alpha=36.4\ {\rm s^{-1}}$. At the start of the purge the gas holds 0.724 molecules per site, fewer than the 0.913 on the surface. This also shows why the dose needs a feed: the gas in the chamber at 1 Pa could not fill an initially empty surface to the plateau and remain at 1 Pa.

With $\kappa=10\ {\rm s^{-1}}$, the bounds on the slow root are $25.15/48.89=0.514\ {\rm s^{-1}}$ and $25.15/46.38=0.542\ {\rm s^{-1}}$. The root itself is $0.520\ {\rm s^{-1}}$, about one fifth of $d$. After 1 s the coverage is still 0.398, compared with 0.074 in a perfect purge. At $\kappa=100\ {\rm s^{-1}}$ the late rate is $1.835\ {\rm s^{-1}}$, and at $1000\ {\rm s^{-1}}$ it is $2.427\ {\rm s^{-1}}$, still 3.5% below $d$. The last value is a limiting case of the model rather than a realistic chamber: even a pump opening that returned no molecule would need an area of $\kappa s/\alpha=0.27$ times $A$, and the gas could hardly remain well mixed. At any pumping rate the model requires mixing to be fast compared with $\kappa$ and $\alpha$. That can fail in a wide chamber or under a carrier gas, where diffusion is slow and readsorption varies along the flow, so these numbers describe the model chamber rather than a flow reactor. A slow tail in a purge curve can therefore reflect readsorption, and reading its rate as $d$ would then overestimate the residence time $1/d$.

The imperfect purge is not a single exponential, as its earlier course shows. If the gas adjusts quickly compared with the surface, $dg/dt$ may be neglected in its balance, and

$$
g\approx\frac{d\theta}{\kappa+\alpha(1-\theta)},
\qquad
\frac{d\theta}{dt}\approx
-\frac{\kappa d\,\theta}{\kappa+\alpha(1-\theta)} ,
$$

where $d\theta$ in the numerator of $g$ is the product of $d$ and $\theta$. This approximation does not describe the first moments of the purge. When the feed is shut, the gas left from the dose still balances desorption, so the coverage starts to fall with zero slope. Once that excess has been pumped away, the decay per adsorbed molecule slows as sites become free, because a less crowded surface recaptures more. Separating variables and integrating from $\theta_0$ down to $\theta$ gives

$$
t\approx\frac{(\kappa+\alpha)\ln(\theta_0/\theta)-\alpha(\theta_0-\theta)}{\kappa d}.
$$

For $\kappa=10\ {\rm s^{-1}}$ and $\theta=\theta_0/100$, this is $(213.6-32.9)/25.15=7.2$ s. Integration of the full balances gives 7.72 s. The estimate leaves out both the storage term $dg/dt$ and the excess gas present when the feed is shut. For $\kappa=1000\ {\rm s^{-1}}$ the estimate is 1.88 s and the full result 1.89 s, close to the 1.83 s of the perfect purge.

Other failures come from the surface itself. Suppose that neighbouring molecules change the desorption coefficient, and describe this in mean field by a function $d(\theta)$. The plateau obeys $a(1-\theta_{\rm eq})=d(\theta_{\rm eq})\theta_{\rm eq}$. Expanding the balance to first order in $\delta$ gives the relaxation rate

$$
\lambda_{\rm dose}=a+d(\theta_{\rm eq})
+\theta_{\rm eq}\,d'(\theta_{\rm eq}),
$$

where the prime denotes the derivative with respect to coverage. If crowding promotes desorption, $d'>0$ and small deviations relax faster than the sum of the two coefficients at the plateau. The perfect purge then starts with the decay rate $d(\theta_{\rm eq})$ and slows as the coverage falls.

If molecules dissociate on adsorption and must recombine in pairs to leave, the mean-field purge law is $d\theta/dt=-d_2\theta^2$, with $d_2$ a pair desorption coefficient. Dividing by $\theta^2$ and integrating gives

$$
\frac1{\theta(t)}=\frac1{\theta_0}+d_2t,
\qquad
\theta(t)=\frac{\theta_0}{1+d_2\theta_0t},
$$

which has no single decay rate.

Finally, an adsorbed molecule may react into a permanently bound product with probability $r$ per unit time. In a perfect purge the reversible coverage then falls at $d+r$, since both channels drain it. A fraction $r/(d+r)$ of the molecules present at the start becomes bound, and the rest desorbs. The decay rate of the reversible species in this purge therefore gives only the sum $d+r$. The fraction that left, or the fraction that stayed, then separates desorption from reaction.

## Computed values

```
temperature: 400 K
pressure: 1.00 Pa
molar mass: 100 g/mol
sticking probability on an empty site: 0.01
site density: 5.0e+18 1/m^2
desorption energy: 1.00 eV
desorption prefactor: 1.0e+13 1/s
thermal energy kT: 0.03447 eV
impingement flux: 1.3174e+22 1/(m^2 s)
adsorption coefficient a: 26.348 1/s
desorption coefficient d: 2.515 1/s
plateau coverage: 0.9129
sum a + d: 28.863 1/s
dose relaxation rate, master equation: 28.863 1/s
purge decay rate, master equation: 2.515 1/s
dose time constant: 34.65 ms
purge time constant: 397.6 ms
dose time to 99% of plateau: 0.1596 s
purge time to 1% of plateau: 1.8310 s
ratio of purge to dose time: 11.476
relaxation rate at 0.25 Pa: 9.102 1/s
relaxation rate at 0.50 Pa: 15.689 1/s
relaxation rate at 1.00 Pa: 28.863 1/s
relaxation rate at 2.00 Pa: 55.211 1/s
fitted slope: 26.348 1/(Pa s)
fitted intercept: 2.515 1/s
cycle dose time: 0.10 s
cycle purge time: 1.00 s
dose factor x: 0.05578
purge factor y: 0.08086
coverage after first dose: 0.8619
periodic coverage after dose: 0.8658
periodic coverage after purge: 0.0700
chamber area per volume: 50 1/m
gas capture rate alpha: 36.377 1/s
initial gas molecules per site: 0.7243
perfect purge, coverage at 1 s: 0.0738
pumping rate 10 1/s:
  slow root: 0.5199 1/s
  late decay rate, integrated: 0.5200 1/s
  time to 1% of plateau: 7.719 s
  coverage at 1 s: 0.3976
pumping rate 100 1/s:
  slow root: 1.8351 1/s
  late decay rate, integrated: 1.8351 1/s
  time to 1% of plateau: 2.388 s
  coverage at 1 s: 0.1201
pumping rate 1000 1/s:
  slow root: 2.4266 1/s
  late decay rate, integrated: 2.4266 1/s
  time to 1% of plateau: 1.886 s
  coverage at 1 s: 0.0785
```
